# Why Block Renormalization Fails at the Joint, and What Repairs It

**Q:** I want the ground state of one particle on a long chain. My plan is to solve a short block, keep its lowest few states, join two such blocks, and repeat. What does the block calculation give me?

**A:** Let the particle hop between neighbouring sites of an open chain. With energies in units of the hopping $t$,

$$(H\psi)_j=2\psi_j-\psi_{j-1}-\psi_{j+1},$$

and $\psi=0$ on the fictitious sites just beyond the two ends. All amplitudes can be taken real. For an isolated block of $l$ sites, try $\psi_j=\sin\kappa j$. Since $\sin\kappa(j-1)+\sin\kappa(j+1)=2\cos\kappa\,\sin\kappa j$, this has energy $2-2\cos\kappa=4\sin^2(\kappa/2)$. It vanishes at $j=0$, and it vanishes at $j=l+1$ if $\kappa=k\pi/(l+1)$. Hence

$$\phi_k(j)=\sqrt{\tfrac{2}{l+1}}\,\sin\frac{k\pi j}{l+1},\qquad e_k=4\sin^2\frac{k\pi}{2(l+1)},\qquad k=1,\dots,l.$$

The prefactor follows from $\sin^2x=(1-\cos2x)/2$. The cosines $\cos(2k\pi j/(l+1))$ sum to zero over $j=0,\dots,l$, so they sum to $-1$ over $j=1,\dots,l$, and $\sum_j\sin^2=(l+1)/2$.

The states vanish one site beyond the block. On the last site itself they are small but not zero:

$$|\phi_k(l)|=\sqrt{\tfrac{2}{l+1}}\,\sin\frac{k\pi}{l+1}\approx\frac{\sqrt2\,k\pi}{l^{3/2}}\qquad(k\ll l).$$

**Q:** Why should a small amplitude at the edge matter? The bond between the blocks is restored when I join them.

**A:** The bond is restored, but the kept states can hardly use it. The particle is in the left block or in the right one, so the joined state is a pair $\psi=(a,b)$ with $|a|^2+|b|^2=1$. With $H_l$ the block Hamiltonian,

$$\langle\psi|H|\psi\rangle=\langle a|H_l|a\rangle+\langle b|H_l|b\rangle-2a_l b_1 .$$

The factor 2 appears because the bond enters $H$ twice, once for each hopping direction.

Keep $m$ states per block. Each block term is at least $e_1$ times its weight. Write $a=\sum_{k\le m}\alpha_k\phi_k$. The Cauchy–Schwarz inequality gives

$$|a_l|=\Big|\sum_k\alpha_k\phi_k(l)\Big|\le|a|\,A,\qquad A^2=\sum_{k\le m}\phi_k(l)^2 ,$$

and by mirror symmetry $|b_1|\le|b|A$. Since $2|a||b|\le|a|^2+|b|^2=1$, the bond lowers the energy by at most $A^2$. The trial state with $\phi_1/\sqrt2$ in each block has bond energy $-2\cdot\tfrac12\phi_1(l)^2$. Together,

$$e_1-A^2\;\le\;E_{\rm kept}\;\le\;e_1-\phi_1(l)^2 .$$

For $m\ll l$ the sines may be replaced by their arguments. With $\sum_{k\le m}k^2=m(m+1)(2m+1)/6$,

$$\frac{A^2}{e_1}\approx\frac{2\pi^2}{(l+1)^3}\,\frac{m(m+1)(2m+1)}{6}\,\frac{(l+1)^2}{\pi^2}=\frac{m(m+1)(2m+1)}{3(l+1)} .$$

At fixed $m$ this tends to zero for long blocks, so $E_{\rm kept}$ stays near $e_1\approx\pi^2/l^2$. The true chain of $2l$ sites has energy close to $\pi^2/(2l)^2$. The result is therefore about four times too high.

For $l=800$ and $m=4$ the numbers are $E_{\rm kept}=1.534\times10^{-5}\,t$ and $E_{\rm true}=3.850\times10^{-6}\,t$, a ratio of 3.98. At the joint, the kept wave function has 0.4 % of its largest amplitude. The true ground state, $\sin(\pi j/(2l+1))$, is largest there.

**Q:** Would a few more block states cure it?

**A:** Keeping all $l$ states removes the error, but the approach is slow. Let $a$ now be the left half of the true ground state, normalized to one, and $E$ the true energy. The true state has equal amplitudes on sites $l$ and $l+1$, because $\sin(\pi l/(2l+1))=\sin(\pi(l+1)/(2l+1))$. At the last block site, therefore,

$$(H_la)_l=2a_l-a_{l-1}=Ea_l+a_{l+1}=Ea_l+a_l .$$

On the other sites $H_la=Ea$. Taking the overlap $c_k=\langle\phi_k|a\rangle$ of this equation with $\phi_k$ gives $e_kc_k=Ec_k+a_l\phi_k(l)$, or

$$c_k=\frac{a_l\,\phi_k(l)}{e_k-E}.$$

For $1\ll k\ll l$ the numerator grows as $k$ and the denominator as $k^2$, so $|c_k|$ falls only as $1/k$. Waves that vanish beyond the joint are a poor basis for one that peaks there. With $l=200$, the first four overlaps are 0.851, 0.340, 0.219 and 0.162 in size, and 8.6 % of the weight is missed.

**Q:** What happens if I continue doubling?

**A:** The same inequality applies at each joining. Let $A_L^2$ and $A_R^2$ be the summed squares of the kept states at the two ends of the current block. Then

$$E_{\rm new}\ge E_{\rm old}-A_LA_R .$$

I started from 8 sites and kept up to eight states per block. The first joining uses all block states and is correct. After that:

| Sites | Blocked $E/t$ | True $E/t$ |
|---:|---:|---:|
| 16 | $3.41\times10^{-2}$ | $3.41\times10^{-2}$ |
| 32 | $2.15\times10^{-2}$ | $9.06\times10^{-3}$ |
| 128 | $1.94\times10^{-2}$ | $5.93\times10^{-4}$ |
| 512 | $1.92\times10^{-2}$ | $3.75\times10^{-5}$ |

In this run $A_LA_R$ drops from 0.50 at the joining to 32 sites to $7.1\times10^{-4}$ at the last one. The blocked energy has almost no room left to fall, while the true energy drops nearly fourfold per doubling. At 512 sites the blocked energy is about 512 times the true one. The match with the number of sites is accidental: the ratio grows about fourfold per doubling and is 2045 at 1024 sites.

**Q:** How do you know that the joint is to blame, and not truncation as such?

**A:** Change the joint and keep the truncation. Since the true state has $\psi_{l+1}=\psi_l$, its equation at site $l$ becomes

$$2\psi_l-\psi_{l-1}-\psi_l=\psi_l-\psi_{l-1}=E\psi_l .$$

This is the equation of a block whose last diagonal element is 1 instead of 2, which is a free end. The half state is positive, and that makes it the lowest state of this block. The reason is that the off-diagonal elements of $H$ are not positive, so replacing amplitudes by their absolute values cannot raise the energy. Some lowest state is therefore nonnegative, and it cannot be orthogonal to a strictly positive eigenvector. Eigenvectors of different energy would be orthogonal, so the two energies agree.

One free-end state per block thus suffices. For $l=200$ it gives $6.138\times10^{-5}\,t$, equal to the true energy to the digits shown.

The opposite test weakens the joint bond to $0.01\,t$. With $l=50$ and four ordinary block states, the energy error is then $3.3\times10^{-6}$ of the true energy. Ordinary blocking works when the blocks are nearly separate.

**Q:** Then why not use free ends throughout?

**A:** That choice used the mirror symmetry of this cut. At another cut the wave function has a slope, and the right end condition depends on the rest of the chain. The block states should therefore be taken from a larger system that contains the block.

Suppose a state $(a,b)$ of the larger system is known. If the particle is on left site $i$, the right part is empty; if it is on right site $j$, the left part is empty:

$$|\Psi\rangle=\sum_i a_i|i\rangle_L|0\rangle_R+\sum_j b_j|0\rangle_L|j\rangle_R .$$

To describe the left block alone, sum over the orthogonal states of the right part. The state $|0\rangle_R$ leaves $|a\rangle=\sum_ia_i|i\rangle$, and each $|j\rangle_R$ leaves $b_j|0\rangle$. The reduced density matrix is

$$\rho=|a\rangle\langle a|+|b|^2\,|0\rangle\langle0| .$$

Its one-particle part has a single state with nonzero weight, $a/|a|$. This is the piece of the larger wave function lying in the block, with its proper amplitude at the joint. The empty state must be kept too, for the case when the particle is elsewhere.

**Q:** Is that the best choice, or merely a sensible one?

**A:** It is the best choice for reproducing the target wave functions. Take several targets with weights $w_s$ and left parts $a^{(s)}$, and let $P$ project onto $m$ kept one-particle states. Because $(1-P)^2=1-P$, the mean squared loss is

$$\sum_sw_s\,|a^{(s)}-Pa^{(s)}|^2=\sum_sw_s\langle a^{(s)}|(1-P)|a^{(s)}\rangle={\rm Tr}\,\rho_1(1-P),$$

with $\rho_1=\sum_sw_s|a^{(s)}\rangle\langle a^{(s)}|$. Let $\rho_1$ have eigenvalues $\lambda_i$ and eigenvectors $u_i$. Then ${\rm Tr}\,\rho_1P=\sum_i\lambda_ip_i$ with $p_i=\langle u_i|P|u_i\rangle$, where $0\le p_i\le1$ and $\sum_ip_i=m$. The sum is largest when $p_i=1$ for the $m$ largest eigenvalues, so those eigenvectors should be kept.

For the four lowest states of 32 sites, equally weighted, with two states kept in the left half, the loss is 0.026. The two lowest block states give 0.036. These losses refer to targets normalized to one on the whole chain.

In quantum chemistry the sites are orbitals. A many-electron state is a table $\Psi_{\ell r}$ of left and right configurations, and its columns take the place of the $a^{(s)}$, so the same proof applies. The loss is the sum of the discarded eigenvalues of $\rho$. If they decay slowly, many states must be kept; one state per block suffices here because there is one particle and one target, and interacting electrons generally need more.

**Q:** But you need the large wave function to choose the states, and that is what I am looking for.

**A:** So the choice is improved step by step. Describe the chain by one left block state $L$, two free sites, and one right block state $R$. Let $h_L,h_R$ be the block energies and $\epsilon_L,\epsilon_R$ the block amplitudes next to the free sites. The problem is

$$\begin{pmatrix}h_L&-\epsilon_L&0&0\\-\epsilon_L&2&-1&0\\0&-1&2&-\epsilon_R\\0&0&-\epsilon_R&h_R\end{pmatrix}\begin{pmatrix}c_1\\c_2\\c_3\\c_4\end{pmatrix}=E\begin{pmatrix}c_1\\c_2\\c_3\\c_4\end{pmatrix}.$$

Take the lowest solution. The density-matrix state of the enlarged left block is $c_1L+c_2|{\rm site}\rangle$, normalized. Then move the free pair one site to the right, and at the end of the chain turn back.

The energy cannot rise. The old left part is a multiple of the new block state, and the next site is still free. The old $R$ was itself built from one site and a shorter right block, both of which are available in the new step. The old wave function therefore lies in the new space.

Suppose a whole sweep leaves $\psi$ unchanged. At each step $(H-E)\psi$ has no component on the free sites. Every inner site is free at some step, and the end sites are covered when a block consists of one site. Hence $(H-E)\psi=0$ everywhere. If $\psi$ is also positive on every site, the earlier argument makes it the ground state.

**Q:** Does it work from any start?

**A:** From a poor start it can be very slow. I grew the chain to 512 sites by adding two middle sites at a time, using the mirrored left block as the right one. Without sweeps during growth, the energy was 9.0 times the true value, and two full sweeps lowered it to 6.9 times. The smallest amplitude was then about $4\times10^{-25}$ of the largest, whereas in the true state it is 0.6 %. It is still positive, but a standard eigensolver, whose components are accurate only to about $10^{-16}$ in absolute size, returns it as zero, and further sweeps with it break down. If the small components are built as ratios outward from the largest one, double precision suffices and the sweeps go on. The energy is 6.2 times the true value after six sweeps and 4.6 times after twenty. After fifty it agrees with the true value, and the smallest amplitude is back at 0.6 %. This start therefore reaches the ground state, but only after tens of sweeps.

An energy that never rises may still fall very slowly.

With a sweep each time the chain had grown by at least 5 %, the starting error at 512 sites was 0.12 % of the true energy. One further sweep reduced it to $8\times10^{-8}$, and the next to rounding level, at $E=3.75028\times10^{-5}\,t$. This took one one-particle state per block, where ordinary blocking with eight gave $1.92\times10^{-2}\,t$. The numerical check also compares the final wave function with direct diagonalization, and the two agree.

## Table of computed values

```
Energies in units of the hopping t
Single joining, kept states per block m = 4
 l=50: block e1=3.79334e-03, kept E=3.62135e-03, true E=9.67435e-04 t
   bounds -6.04660e-04 to 3.64473e-03 t; kept/true=3.7432
   A^2/e1=1.1594; joint amplitude/max=0.07247
 l=200: block e1=2.44286e-04, kept E=2.41767e-04, true E=6.13774e-05 t
   bounds 1.71433e-04 to 2.41856e-04 t; kept/true=3.9390
   A^2/e1=0.2982; joint amplitude/max=0.01626
 l=800: block e1=1.53828e-05, kept E=1.53440e-05, true E=3.85050e-06 t
   bounds 1.42306e-05 to 1.53443e-05 t; kept/true=3.9849
   A^2/e1=0.0749; joint amplitude/max=0.00396
True half state, l=200: |overlaps| with kept states 0.8513, 0.3400, 0.2185, 0.1618
 weight missed by 4 states: 0.0857
 true joint amplitude/max: 1.00000
 one free-end state per block: E=6.13774e-05 t, true 6.13774e-05 t
Weak joint bond 0.01 t, l=50: relative energy error 3.30e-06
Repeated blocking, m = 8
 16 sites: E=3.40538e-02, true=3.40538e-02 t, edge product=1.000e+00
 32 sites: E=2.14912e-02, true=9.05615e-03 t, edge product=5.000e-01
 64 sites: E=1.97972e-02, true=2.33555e-03 t, edge product=1.020e-01
 128 sites: E=1.93634e-02, true=5.93060e-04 t, edge product=1.748e-02
 256 sites: E=1.92437e-02, true=1.49427e-04 t, edge product=3.051e-03
 512 sites: E=1.92147e-02, true=3.75028e-05 t, edge product=7.100e-04
 final ratio blocked/true: 512.4
6 sites, left block 2: density-matrix weights 0.2284 (particle), 0.7716 (empty)
4 targets on 32 sites, 2 kept in left half: mean loss
 density-matrix choice 0.02582, lowest-energy choice 0.03583
Density-matrix selection, 512 sites, one state per block
 growth without sweeps:
  start: E=3.36236544e-04 t, relative error 7.97e+00
  sweep 1: E=2.66279649e-04 t, relative error 6.1e+00
  sweep 2: E=2.58686406e-04 t, relative error 5.9e+00
  smallest/largest amplitude: 0.00e+00
 growth with sweeps:
  start: E=3.75481479e-05 t, relative error 1.21e-03
  sweep 1: E=3.75028000e-05 t, relative error 8.3e-08
  sweep 2: E=3.75027969e-05 t, relative error -9.5e-12
  sweep 3: E=3.75027969e-05 t, relative error -9.5e-12
  sweep 4: E=3.75027969e-05 t, relative error 8.2e-12
  sweep 5: E=3.75027969e-05 t, relative error 8.3e-12
  smallest/largest amplitude: 6.12e-03
 true E=3.75027969e-05 t; smallest/largest 6.12e-03
 overlap with true state 1.000000000
 largest residual of (H-E)psi: 9.3e-15 t
```
